\section*{The polaron equations and their Holstein and Landau-Pekar limits, part 2}

One extra electron in an insulating crystal of $N$ periodic cells, with band $\varepsilon_k$, is coupled linearly to phonons:
\begin{equation}
H=\sum_k\varepsilon_k c^\dagger_kc_k+\sum_q\hbar\omega_q a^\dagger_qa_q+\frac{1}{\sqrt N}\sum_{kq}g(k,q)\,c^\dagger_{k+q}c_k\,(a_q+a^\dagger_{-q}).
\label{H}
\end{equation}
The polaron equations treat the lattice as a static classical distortion $B_q$ and the electron as one orbital with amplitudes $A_k$, $N^{-1}\sum_k|A_k|^2=1$. Part (a) showed that their energy $E$ is an upper bound to the ground-state energy, and that
\begin{equation}
(\varepsilon_k-\varepsilon)A_k=\frac2N\sum_qB_q\,g^*(k,q)\,A_{k+q},\label{A}
\end{equation}
\begin{equation}
\varepsilon=T-2E_{\rm ph},\qquad E=T-E_{\rm ph}=\varepsilon+E_{\rm ph}.
\label{rel}
\end{equation}
Here $\varepsilon$ is the electron eigenvalue, $T$ the band energy and $E_{\rm ph}$ the phonon energy.

For $g(k,q)=g_q$, $B_q=g_qn_q/\hbar\omega_q$ with $n_q=N^{-1}\sum_kA^*_{k+q}A_k$. The Wannier amplitudes $\phi_R=N^{-1}\sum_kA_ke^{ik\cdot R}$ obey, with $h_R=N^{-1}\sum_k\varepsilon_ke^{ik\cdot R}$,
\begin{equation}
\sum_{R'}h_{R-R'}\phi_{R'}-\sum_{R'}V_{R-R'}|\phi_{R'}|^2\,\phi_R=\varepsilon\,\phi_R,\qquad V_R=\frac2N\sum_q\frac{|g_q|^2}{\hbar\omega_q}e^{iq\cdot R}.
\label{lat}
\end{equation}

The Holstein model (constant $g$, $\omega$; neighbour hopping $t$) gives the stationary discrete nonlinear Schr\"odinger (DNLS) equation with $\gamma=2g^2/\hbar\omega$; wide chain states have $\beta=\gamma/4t$. In three dimensions its continuum energy under dilation, $Ks^2-Us^3$ with $K,U>0$, has no stable minimum. The example is a 41-site chain with $t=100$, $g=50$, $\hbar\omega=25$ meV: $\varepsilon+2t=-26.513$ meV, $E+2t=-8.614$ meV. A coupling to bonds, $g(k,q)=g_0(e^{-i(k+q)}+e^{ik})$ with $\gamma_b=2g_0^2/\hbar\omega$, does not give the DNLS equation.

Hartree atomic units are used from part (e) on, with meV in examples. For a non-piezoelectric polar crystal with lattice constant $a$, cell volume $\Omega$ and $|q|a\ll1$,
\begin{equation}
\sum_\nu\frac{2|g_{q\nu}|^2}{\omega_{q\nu}}=\frac{4\pi}\Omega\left(\frac1{q\cdot\epsilon_\infty\cdot q}-\frac1{q\cdot\epsilon_0\cdot q}\right).
\label{fro}
\end{equation}
For isotropic response this is $4\pi/\Omega\kappa q^2$, $1/\kappa=1/\epsilon_\infty-1/\epsilon_0$. A cubic diatomic crystal with charges $\pm Z^*$ and reduced mass $\mu$ has $\epsilon_0=\epsilon_\infty+4\pi Z^{*2}/\Omega\mu\omega_{\rm TO}^2$, $\omega_{\rm LO}^2=\omega_{\rm TO}^2\epsilon_0/\epsilon_\infty$ and $|g_q|^2=2\pi\omega_{\rm LO}/\Omega\kappa q^2$.

\subsection*{(f) Take $\varepsilon_k=k^2/2m^*$ and the isotropic coupling on a simple cubic lattice of side $L=N^{1/3}a$. Find the limiting equation, the conditions for the limit, and the relations among $T$, $E_{\rm ph}$, $\varepsilon$ and $E$.}

\textbf{Solution.} The point $q=0$ is omitted, which amounts to a neutralising background. Equation (\ref{A}) becomes
\begin{equation}
\Big(\frac{k^2}{2m^*}-\varepsilon\Big)A_k=\frac1{L^3}\sum_{q\neq0}\frac{4\pi}{\kappa q^2}\,n_qA_{k+q}.
\label{Af}
\end{equation}
Define the envelope $\psi(r)=\Omega^{-1/2}N^{-1}\sum_kA_ke^{ik\cdot r}$, so that $\phi_R=\sqrt\Omega\,\psi(R)$. The first condition is that $A_k$ be negligible beyond $|k|\sim1/\ell\ll\pi/a$, with $\ell$ the polaron radius. Then no relevant $k+q$ is folded, the sums extend to all points of the grid of spacing $2\pi/L$, and $N^{-1}\sum_kA_{k+q}^*A_k=\int|\psi|^2e^{iq\cdot r}d^3r$ by orthogonality of plane waves in $L^3=N\Omega$. The same condition justifies the parabolic band and (\ref{fro}). Applying $\Omega^{-1/2}N^{-1}\sum_ke^{ik\cdot r}$ turns $k^2$ into $-\nabla^2$ and $A_{k+q}$ into $e^{-iq\cdot r}\psi(r)$, so the kernel is $V_L(r-r')/\kappa$ with $V_L(r)=L^{-3}\sum_{q\ne0}4\pi e^{iq\cdot r}/q^2$. The second condition is $L\gg\ell$, for which
\begin{equation}
V_L(r)\to\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{iq\cdot r}=\frac2\pi\int_0^\infty\!\frac{\sin qr}{qr}\,dq=\frac1r .
\end{equation}
The result is the Landau-Pekar equation,
\begin{equation}
-\frac{\nabla^2\psi}{2m^*}-\frac1\kappa\int\!\frac{|\psi(r')|^2}{|r-r'|}d^3r'\,\psi(r)=\varepsilon\,\psi(r),
\label{LP}
\end{equation}
reached only in the double limit $a\ll\ell\ll L$.

In a length unit $a_P$ the two terms carry $1/m^*a_P^2$ and $1/\kappa a_P$, which are equal for $a_P=\kappa/m^*$, with common value $E_P=m^*/\kappa^2$. In these Pekar units (\ref{LP}) has no parameter. Under dilation $E(s)=Ts^2-E_{\rm ph}s$, which, unlike the three-dimensional Holstein form, has a minimum. Stationarity at $s=1$ gives $E_{\rm ph}=2T$, and (\ref{rel}) gives $E=-T$ and $\varepsilon=-3T=3E$.

A Gaussian $\psi\propto e^{-r^2/4\sigma^2}$ has $\langle r^2\rangle=3\sigma^2$ and $T=\frac12\langle r^2\rangle/4\sigma^4=3/8\sigma^2$. The vector $r-r'$ is Gaussian with variance $\tau^2=2\sigma^2$ per axis, and $\langle1/r\rangle=4\pi\tau^2/(2\pi\tau^2)^{3/2}=\sqrt{2/\pi}/\tau$, so $E_{\rm ph}=1/2\sqrt\pi\sigma$. The minimum of $Ts^2-E_{\rm ph}s$ is $-E_{\rm ph}^2/4T=-1/6\pi=-0.05305$, an upper bound. For the spherical solution set $u=\sqrt{4\pi}\,r\psi$ and write the potential as $U/r$; Poisson's equation $\nabla^2(U/r)=U''/r=-4\pi\psi^2$ gives
\begin{equation}
-\tfrac12u''-\frac Ur\,u=\varepsilon u,\qquad U''=-\frac{u^2}{r},\qquad U(0)=0,\quad U(\infty)=1 .
\end{equation}
Solved in a sine basis, this gives $E=-0.0542564$, $\varepsilon=-0.1627692$, $E_{\rm ph}=0.1085128$ and $\langle r^2\rangle=21.485$, which satisfy the relations above; $|E|$ exceeds the Gaussian value by 2.3\% of the latter. With $\alpha=\kappa^{-1}\sqrt{m^*/2\omega_{\rm LO}}$, $\alpha^2\omega_{\rm LO}=E_P/2$ and $E=-0.108513\,\alpha^2\hbar\omega_{\rm LO}$.

\subsection*{(g) Find the leading corrections at finite $L$ and finite $a$, in Pekar units.}

\textbf{Solution.} \emph{Supercell.} Applying $\nabla^2$ term by term, and adding and subtracting $q=0$, gives $\nabla^2V_L=-4\pi\sum_n\delta(r-nL)+4\pi/L^3$. Since $\nabla^2r^{-1}=-4\pi\delta$ and $\nabla^2r^2=6$,
\begin{equation}
V_L(r)=\frac1r-\frac{\alpha_M}L+\frac{2\pi r^2}{3L^3}+f(r),\qquad|r|<L,
\label{VL}
\end{equation}
where $f$ is harmonic, $f(0)=0$, and this defines $\alpha_M$. To evaluate it at $L=1$, split $1/q^2$ with the weight $e^{-q^2/4\eta^2}$. The complementary part $4\pi(1-e^{-q^2/4\eta^2})/q^2$ is the transform of $\mathrm{erfc}(\eta r)/r$, because $\mathrm{erf}(\eta r)/r$ is the potential of a unit Gaussian charge; its omitted $q=0$ value is $\pi/\eta^2$, and $\mathrm{erfc}(\eta r)/r-1/r\to-2\eta/\sqrt\pi$. Poisson summation gives the Ewald form
\begin{equation}
-\alpha_M=\sum_{n\neq0}\frac{\mathrm{erfc}(\eta|n|)}{|n|}+\sum_{q\neq0}\frac{4\pi}{q^2}e^{-q^2/4\eta^2}-\frac{2\eta}{\sqrt\pi}-\frac\pi{\eta^2},
\end{equation}
and $\alpha_M=2.837297$, tested at two values of $\eta$.

At first order $E$ changes by $-\frac12$ times the average of $V_L-1/r$ over the distribution of $r-r'$. That distribution is spherical, so $f$ averages to $f(0)=0$ by the mean-value property, and $\langle|r-r'|^2\rangle=2\langle r^2\rangle$:
\begin{equation}
E(L)=E+\frac{\alpha_M}{2L}-c,\qquad c=\frac{2\pi\langle r^2\rangle}{3L^3}.
\label{EL}
\end{equation}
For the eigenvalue, let the norm be $\nu$; the multiplier obeys $\varepsilon=dE/d\nu$. Writing $\psi=\sqrt\nu\chi$ gives $E=\nu(T[\chi]-\nu E_{\rm ph}[\chi])$, a Pekar problem with $1/\kappa\to\nu/\kappa$, so energies scale as $\nu\cdot\nu^2$ and lengths as $1/\nu$. The three terms of (\ref{EL}) scale as $\nu^3$, $\nu^2$ and $\nu^2\nu^{-2}=\nu^0$, and
\begin{equation}
\varepsilon(L)=3E+\frac{\alpha_M}{L}.
\end{equation}
On a $33^3$ grid with $a=1.5$, $L=49.5$, equation (\ref{Af}) gives $E(L)=-0.0259706$ and $\varepsilon(L)=-0.1054416$. Removing the corrections, $-0.0259706-0.0286596+0.0003710=-0.0542592$, and $\varepsilon=-0.1627607$. The remainders relative to (\ref{LP}) are $-2.8\times10^{-6}$ and $+8.5\times10^{-6}$. A dilation estimate accounts for their signs and sizes: $T(s^2-2s)-c/s^2$ at $s=1-\delta$ is $-T-c+T\delta^2-2c\delta$, lowest at $\delta=c/T$ with gain $-c^2/T=-2.5\times10^{-6}$; this scales as $\nu^{-3}$ and shifts $\varepsilon$ by $+3c^2/T=7.6\times10^{-6}$. The radial equation with the first three terms of (\ref{VL}) reproduces both lattice numbers to the seven printed decimals, and its envelope is compared with the lattice amplitudes at twelve sites along one axis and at one site off the axis.

The uniform state has $n_{q\ne0}=0$ and $E=0$, so self-trapping is unfavourable below the size $L_c$ at which $E(L)$ vanishes. Neglecting $c$ in (\ref{EL}) gives $L_c\simeq\alpha_M/2|E|\approx26$; keeping $c$ lowers this to a little below 25, since at $L=25$ the three terms of (\ref{EL}) are $-0.0543+0.0567-0.0029<0$. A localised start ends at $E=0$ for $L=21$ and at $E=-0.00872$ for $L=30$. This threshold belongs to the supercell, not to the crystal.

\emph{Zone cutoff.} At fixed $L=49.5$ and parabolic band, $E-E(33^3)$ is $-2.36\times10^{-2}$, $-9.23\times10^{-4}$ and $-1.04\times10^{-5}$ for $a=4.5$, $3.3$ and $2.357$, that is 44\%, 1.7\% and 0.02\% of the Landau-Pekar $|E|$. The test is that the fall from the first to the last exceeds 15, above the factor $(21/11)^4\approx13$ of an $a^4$ law; the actual fall is about 2300. At $a$ near the rms radius $\sqrt{21.485}=4.64$ the limit has failed outright, and the coarse lattice binds a site-centred polaron more strongly. The sign comes from folding. Without it, the coarse-lattice amplitudes would be a trial state for the finer grid and could not give a lower energy. With it, $n_q$ is the sum of the envelope's transform over all $q+G$, with $G$ the reciprocal lattice vectors. For a polaron centred on a site these terms add largely in phase, which raises $|n_q|^2$ and the binding. The lattice equation (\ref{lat}) still holds there: at $a=6$ on $7^3$ cells, with random phases of $g_q$ and random dispersion, $k$ sums and real space both give $-0.05535211$.

\emph{Nonparabolicity.} For $\varepsilon_k=a^{-2}\sum_i(1-\cos k_ia)=k^2/2-a^2\sum_ik_i^4/24+\dots$, the angular mean of $\cos^4\theta$ is $\frac12\int_{-1}^1y^4dy=\frac15$, so $\langle\sum_ik_i^4\rangle=\frac35\langle p^4\rangle$ and the first-order shift is $-a^2\langle p^4\rangle/40$. The computed shift divided by $a^2$ is $-6.131\times10^{-4}$ at $a=1.5$ and $-5.844\times10^{-4}$ at $a=1.1$. Extrapolation linear in $a^2$ gives $(-5.8442\cdot2.25+6.1310\cdot1.21)\times10^{-4}/1.04=-5.51\times10^{-4}$, within 0.9\% of the formula value $-5.56\times10^{-4}$ for this box.

\subsection*{(h) Evaluate the model $m^*=m_e$, $\epsilon_\infty=3$, $\epsilon_0=12$, $\hbar\omega_{\rm TO}=10$ meV, masses 20 and 40 u, $a=6$ bohr. Is the result the exact ground-state energy of the continuum model?}

\textbf{Solution.} Here $1/\kappa=1/3-1/12=1/4$, $a_P=4$ bohr, $E_P=1700.71$ meV (one sixteenth of a hartree) and $a/a_P=1.5$. The dielectric constants fix $Z^*=0.7126$, and $\hbar\omega_{\rm LO}=10\sqrt{12/3}=20$ meV. At $q=0.1$ bohr$^{-1}$, $|g|^2=2\pi\cdot20\cdot(16\cdot1700.71)/(216\cdot4\cdot0.01)$ meV$^2$, so $|g|=629.1$ meV, and $\alpha=\sqrt{1700.71/40}=6.52$. The Landau-Pekar values are $E=-0.0542564\cdot1700.71=-92.27$ meV, $\varepsilon=-276.82$ meV and $E_{\rm ph}=184.55$ meV, with rms radius $18.54$ bohr ($9.81$ \AA, or $3.09\,a$). The $33^3$ grid ($L=198$ bohr) gives $E(L)=-44.17$ meV, less than half the limit; $-44.169-48.742+0.631=-92.28$ meV restores it. Self-trapping needs about 17 cells per side, and a tight-binding band would lower $E$ by $2.35$ meV, 2.5\% of $|E|$.

This is the solution of the polaron equations, an upper bound by part (a). A second bound for the continuum model follows from the Lee-Low-Pines transformation. The coupling is $N^{-1/2}\sum_q(g_qe^{iq\cdot r}a_q+\mathrm{h.c.})$. With $\Pi=\sum_qq\,a_q^\dagger a_q$ and $S=e^{-ir\cdot\Pi}$, $S^{-1}a_qS=a_qe^{-iq\cdot r}$ and $S^{-1}pS=p-\Pi$, so $r$ disappears and $p$ may be set to zero. In a coherent state $a_q\to f_q$ with $|f_q|$ even, normal ordering gives $\langle\Pi^2\rangle=\sum_qq^2|f_q|^2+\langle\Pi\rangle^2$ with $\langle\Pi\rangle=0$. The energy $\sum_q[(\omega+q^2/2m^*)|f_q|^2+2N^{-1/2}\mathrm{Re}\,g_qf_q]$, with $\omega=\omega_{\rm LO}$, is minimised term by term:
\begin{equation}
-\frac1N\sum_q\frac{|g_q|^2}{\omega+q^2/2m^*}=-\frac{\omega}{\pi\kappa}\int_0^\infty\!\frac{dq}{\omega+q^2/2m^*}=-\frac1\kappa\sqrt{\frac{m^*\omega}2}=-\alpha\omega ,
\end{equation}
where $\Omega\int4\pi q^2dq/(2\pi)^3$ and $\int_0^\infty dq/(\omega+q^2/2m^*)=\frac\pi2\sqrt{2m^*/\omega}$ were used. This is $-130.41$ meV, so the exact energy of the continuum model lies at least 38 meV below the Landau-Pekar value. The two bounds cross at $\alpha=1/0.108513=9.2$; above that the Landau-Pekar bound is the lower one, which does not by itself make it accurate. The Holstein example is not close to the ground state either: its level depth of $26.5$ meV is comparable to $\hbar\omega=25$ meV, so the lattice cannot be regarded as slow. Mixing the band-edge state with its one-phonon states gives the variational bound $E+2t=-D$ with $D=g^2/\sqrt{(D+\hbar\omega)(D+\hbar\omega+4t)}$, hence $D=18.1$ meV, more than twice the $8.6$ meV of the adiabatic solution. That example illustrates the equations, not an accurate polaron energy.

\section*{Calculated quantities}
\begin{verbatim}
Holstein chain N=41: t=100 g=50 hw=25 gamma=200 meV
  k-space: eps+2t=-26.51287 E+2t=-8.61403 meV
  DNLS   : eps+2t=-26.51287 E+2t=-8.61403 meV
  phonon energy=17.89884 meV, |phi_0..2|^2=0.27308 0.20173 0.09833
  sech limit: beta=0.50, -t b^2/3=-8.3333, with b^4 term=-8.5764 meV
  beta=0.2: (E+2t)/t=-0.01339678, formula -0.01339556
  beta=0.1: (E+2t)/t=-0.00333724, formula -0.00333722
  gamma=20t chain: E/t=-10.100126, formula -10.100000
  3D 7^3 gamma=14t: eps/t=-13.964455 E/t=-7.444418 |phi_0|^2=0.9650
  3D 7^3 gamma=4t (uniform): eps/t=-6.011662 E/t=-6.005831
Bond coupling gamma_b=2t: eps/t=-3.52323 E/t=-2.64539
  best DNLS misfit/t: bond 0.1558, Holstein 3.7e-12
Froehlich model: m*=1 m_e, eps_inf=3, eps_0=12, kappa=4.000
  a=6 bohr, Omega=216 bohr^3, masses 20, 40 u, Z*=0.7126 e
  hw_TO=10.000 hw_LO=20.000 meV, |g|(q=0.1/bohr)=629.105 meV
  alpha=6.5206, a_P=4.000 bohr, E_P=1700.71 meV, a/a_P=1.50
7^3, a=6 a_P: E(k sums)=-0.05535211 E(real space)=-0.05535211 E_P
Landau-Pekar: E=-0.0542564 eps=-0.1627692 T=0.0542564 E_ph=0.1085128 E_P
  Gaussian bound -0.0530516 E_P, E/(alpha^2 hw)=-0.108513
  <r^2>=21.4852 a_P^2, <p^4>=0.022820 a_P^-4, alpha_M=2.837297
33^3 grid, L=49.5 a_P: E=-0.0259706 eps=-0.1054416 E_P
  radial with box kernel: E=-0.0259706 eps=-0.1054416 E_P
  aM/2L=0.0286596, 2pi<r^2>/3L^3=0.0003710 E_P
  corrected: E=-0.0542592 eps=-0.1627607 E_P
  zone cutoff, a=4.500 a_P: E-E(33^3)=-2.36e-02 E_P
  zone cutoff, a=3.300 a_P: E-E(33^3)=-9.23e-04 E_P
  zone cutoff, a=2.357 a_P: E-E(33^3)=-1.04e-05 E_P
  tight binding shift/a^2: a=1.5: -6.1310e-04, a=1.1: -5.8442e-04, a->0: -5.5106e-04
  formula -<p^4>/40 in this box = -5.5579e-04 (E_P/a_P^2)
  Lc~26.15 a_P; E(L=21)=0.000000, E(L=30)=-0.008720 E_P
Example: Landau-Pekar E=-92.274 eps=-276.823 E_ph=184.549 meV
  33^3 raw: E=-44.169 eps=-179.326 meV, L=198 bohr
  33^3 corrected: E=-92.279 eps=-276.809 meV
  box terms: aM/2L=48.742, r^2 term=0.631 meV
  rms radius=18.54 bohr = 9.81 A = 3.09 a
  Lc~104.6 bohr = 17.4 cells; tight binding shift=-2.346 meV
  weak coupling -alpha hw=-130.41 meV; crossover alpha=9.216
\end{verbatim}
